\section*{Apparent Activation Energy of Dopant Diffusion at Fixed Extrinsic Doping, part 1}

(Sections cited here and not found follow in the second part.)

\section{The theorem for a uniformly doped crystal}

\subsection{A slope that is too small by more than half the gap}

Consider a model donor in silicon whose diffusivity in undoped material has an activation energy of $4.00$ eV. Put the same donor in a crystal with a fixed net donor density of $5\times10^{19}$ cm$^{-3}$, compute its diffusivity between 900 and 1100 $^\circ$C, and draw the best Arrhenius line. The slope is $3.22$ eV. No barrier and no binding energy has been changed, yet $0.78$ eV has gone.

The loss must have to do with the carriers, because the diffusivity in this model is proportional to $n/n_i$, the electron density over the intrinsic density. A first guess is that $n_i$ varies as $\exp(-E_g/2kT)$, so that half the band gap should be missing. At 1000 $^\circ$C, however, half the gap used in the model is $0.38$ eV, about half of what is needed. The theorem below gives the full amount, and shows how it depends on doping.

\subsection{Setting and assumptions}

Let $T$ be the temperature, $k$ Boltzmann's constant and $\beta=1/kT$. The net doping $N$ is the density of ionized donors minus that of ionized acceptors; it is positive in n-type and negative in p-type material. The electron and hole densities are $n$ and $p$, and $\mu$ is the Fermi level. The band edges are $E_c$ and $E_v$, and the gap is $E_g(T)=E_c-E_v$. For a diffusivity $D(T,N)$ the apparent activation energy is
\begin{equation}
E_{\rm app}(T,N)=-\left(\frac{\partial\ln D}{\partial\beta}\right)_{N}.
\label{eq:def}
\end{equation}
It is the local slope of an Arrhenius plot, taken with the doping held fixed. Its value at $N=0$ is the intrinsic energy $E_i(T)$. If $D=D_0e^{-\beta E}$ with constant $D_0$ and $E$, the definition returns $E$.

The assumptions are these.

\begin{enumerate}
\item[(A1)] The carriers are nondegenerate, the bands are parabolic with density-of-states masses that do not depend on temperature, and the gap does not depend on doping.
\item[(A2)] All dopants are ionized, apart from the few bound in mobile pairs.
\item[(A3)] The dopant moves by pairing with a native defect, a vacancy or a self-interstitial. Defects and pairs are in thermal equilibrium, and pairs are rare compared with isolated dopants.
\item[(A4)] One charge state of the pair, the neutral one, carries the flux.
\item[(A5)] The total doping is uniform. A labelled isotope of the dopant has a concentration gradient, while the sum of labelled and unlabelled atoms has none.
\end{enumerate}

Assumption (A5) describes an isoconcentration experiment. It ensures that there is no internal electric field. The second section drops this assumption.

\subsection{Why the diffusivity follows the carrier density}

\paragraph{Lemma 1.} Under (A1) to (A5), a donor has
\begin{equation}
D(T,N)=D_i(T)\,\frac{n}{n_i},
\label{eq:premise}
\end{equation}
where $D_i(T)=D(T,0)$ and $n_i$ is the electron density at $N=0$.

\paragraph{Proof.} Write the isolated donor as $A^+$, the neutral native defect as $X^0$, and the mobile pair as $(AX)^0$. The pair forms by
\begin{equation}
A^+ + X^0 + e^- \rightleftharpoons (AX)^0 .
\end{equation}
Forming $X^0$ exchanges no electron with the bands, so its equilibrium density depends on $T$ but not on $\mu$. The electron on the left is needed to balance the charge.

A donor site has two relevant states: the bare ion, and the ion with a defect and one more electron. Let $\varepsilon$ be the free energy needed to turn the first state into the second when the defect comes from its equilibrium population and the electron is taken from the conduction-band edge. If the electron comes instead from the reservoir at $\mu$, it must first be raised by $E_c-\mu$. The cost is then $\varepsilon+E_c-\mu$, and the statistical weight of the pair relative to the bare ion is
\begin{equation}
w=g\,e^{-\beta(\varepsilon+E_c-\mu)},
\label{eq:weight}
\end{equation}
with $g$ a number that counts orientations and spins. The fraction of donors in pairs is $w/(1+w)$, which is $w$ when pairs are rare.

For nondegenerate electrons,
\begin{equation}
n=N_c\,e^{-\beta(E_c-\mu)},
\label{eq:n}
\end{equation}
where $N_c$ is the effective density of states of the conduction band. Solving for the exponential and inserting it in \eqref{eq:weight} gives
\begin{equation}
w=g\,\frac{n}{N_c}\,e^{-\beta\varepsilon}.
\label{eq:wn}
\end{equation}
Let $C^*$ be the density of labelled donors and $d_p$ the diffusivity of a pair. The density of labelled pairs is $wC^*$. Since the total doping is uniform, so is $w$, and the labelled flux is
\begin{equation}
J=-d_p\frac{\partial (wC^*)}{\partial x}=-d_p\,w\,\frac{\partial C^*}{\partial x}.
\end{equation}
Hence
\begin{equation}
D=d_p\,w=\frac{d_p\,g}{N_c}\,e^{-\beta\varepsilon}\,n .
\label{eq:Dmicro}
\end{equation}
The factor in front of $n$ depends on $T$ alone. Dividing by the same expression at $N=0$, where $n=n_i$, cancels that factor and gives \eqref{eq:premise}. $\square$

The pair may also be formed from a negative defect, by $A^++X^-\rightleftharpoons(AX)^0$. This changes nothing. The equilibrium ratio of $X^-$ to $X^0$ is itself proportional to $e^{\beta\mu}$, hence to $n$, and in equilibrium the density of the product does not depend on the path. What counts is the charge difference between the moving pair and the isolated dopant.

\subsection{How the carrier ratio responds to the intrinsic density}

\paragraph{Lemma 2.} Let $u=\ln(n/n_i)$ and
\begin{equation}
t=\frac{N}{\sqrt{N^2+4n_i^2}} .
\label{eq:t}
\end{equation}
Then $N=2n_i\sinh u$, $t=\tanh u$, and at fixed $N$
\begin{equation}
\frac{du}{d\ln n_i}=-t .
\label{eq:du}
\end{equation}

\paragraph{Proof.} The hole density is $p=N_v e^{-\beta(\mu-E_v)}$, with $N_v$ the effective density of states of the valence band. In the product with \eqref{eq:n} the Fermi level cancels:
\begin{equation}
np=N_cN_v\,e^{-\beta E_g}=n_i^2 .
\label{eq:np}
\end{equation}
The last equality holds because the product is the same at every doping, and at $N=0$ neutrality makes $n=p=n_i$. With $n=n_ie^{u}$, equation \eqref{eq:np} gives $p=n_ie^{-u}$. Neutrality of the uniform crystal requires $n-p=N$, so
\begin{equation}
N=n_i\left(e^{u}-e^{-u}\right)=2n_i\sinh u .
\label{eq:sinh}
\end{equation}
Since $\cosh u$ is positive,
\begin{equation}
\cosh u=\sqrt{1+\sinh^2u}=\frac{\sqrt{4n_i^2+N^2}}{2n_i},
\end{equation}
and division of $\sinh u=N/2n_i$ by this gives $\tanh u=t$. Now change $n_i$ with $N$ fixed. The differential of \eqref{eq:sinh} is
\begin{equation}
0=2\sinh u\,dn_i+2n_i\cosh u\,du .
\end{equation}
Dividing by $2n_i\cosh u$ gives $du=-\tanh u\,dn_i/n_i$, which is \eqref{eq:du}. $\square$

From $n-p=2n_i\sinh u$ and $n+p=2n_i\cosh u$ it follows that $t=(n-p)/(n+p)$. The quantity $t$ therefore measures how one-sided the carrier population is. It is $0$ in intrinsic material and approaches $+1$ or $-1$ when one kind of carrier dominates.

\subsection{The energy carried by the intrinsic density}

\paragraph{Lemma 3.} Under (A1), $H=-d\ln n_i/d\beta$ is
\begin{equation}
H=\frac12\left(E_g-T\frac{dE_g}{dT}\right)+\frac32kT .
\label{eq:H}
\end{equation}

\paragraph{Proof.} The logarithm of \eqref{eq:np} is
\begin{equation}
\ln n_i=\tfrac12\ln(N_cN_v)-\tfrac12\beta E_g .
\end{equation}
For parabolic bands in three dimensions, $N_c$ and $N_v$ are each proportional to $T^{3/2}$, so $N_cN_v$ is proportional to $\beta^{-3}$. Therefore
\begin{equation}
\frac{d\ln n_i}{d\beta}=-\frac{3}{2\beta}-\frac12E_g-\frac12\beta\frac{dE_g}{d\beta}.
\end{equation}
From $T=1/(k\beta)$ one has $dT/d\beta=-1/(k\beta^2)=-T/\beta$, so that
\begin{equation}
\beta\frac{dE_g}{d\beta}=-T\frac{dE_g}{dT}.
\end{equation}
Substitution and a change of overall sign give \eqref{eq:H}. $\square$

The gap of silicon shrinks on heating, so $-T\,dE_g/dT$ is positive and adds to $H$. The gap at temperature $T$ is the free energy for creating an electron and a hole at the band edges, and $-dE_g/dT$ is the corresponding entropy. An Arrhenius slope measures free energy plus $T$ times entropy, which is an enthalpy. The term $\frac32kT$ is the mean kinetic energy of a nondegenerate carrier. Thus $H$ is half the thermal energy of one electron--hole pair, or the energy per carrier.

\subsection{The theorem}

\paragraph{Theorem.} Under (A1) to (A5), the apparent activation energy of a donor at fixed net doping $N$ is
\begin{equation}
E_{\rm app}(T,N)=E_i(T)-t\,H ,
\label{eq:main}
\end{equation}
with $t$ from \eqref{eq:t} and $H$ from \eqref{eq:H}, all taken at the same temperature.

\paragraph{Proof.} By Lemma 1, $\ln D=\ln D_i+u$. Applying \eqref{eq:def},
\begin{equation}
E_{\rm app}=E_i-\left(\frac{\partial u}{\partial\beta}\right)_N .
\end{equation}
At fixed $N$, $u$ depends on temperature through $n_i$ alone, as \eqref{eq:sinh} shows. By Lemmas 2 and 3,
\begin{equation}
\left(\frac{\partial u}{\partial\beta}\right)_N
=\frac{du}{d\ln n_i}\,\frac{d\ln n_i}{d\beta}
=(-t)(-H)=tH .
\label{eq:dub}
\end{equation}
The result follows. $\square$

The chain from pair statistics to \eqref{eq:main} was tested without using the closed formulas for $n$ or $t$. The pair fraction was taken as $w/(1+w)$ with $\varepsilon=2.5$ eV, and the pair was given a hopping barrier of $1.0$ eV. The Fermi level was found from neutrality with numerically integrated bands, and the slope was taken by finite differences. At $1000$, $1273$ and $1400$ K, for dopings of $10^{18}$, $10^{19}$ and $5\times10^{19}$ cm$^{-3}$ and for p-type dopings of $10^{19}$ and $5\times10^{19}$ cm$^{-3}$, the shift agreed with $-tH$ to within $2\times10^{-5}$ eV.

\subsection{Limits, signs and meaning}

\paragraph{Weak doping.} For $|N|\ll 2n_i$ the root in \eqref{eq:t} is nearly $2n_i$, and
\begin{equation}
E_{\rm app}\approx E_i-\frac{N}{2n_i}H .
\end{equation}
The shift begins linearly in the doping.

\paragraph{Strong n-type doping.} For $N\gg2n_i$, expansion of $t=(1+4n_i^2/N^2)^{-1/2}$ gives
\begin{equation}
E_{\rm app}\approx E_i-H\left(1-\frac{2n_i^2}{N^2}\right).
\end{equation}
The shift saturates at $-H$. Further doping still raises $D$, in proportion to $N$, but hardly changes the slope.

\paragraph{What has been removed.} The electron density itself has a temperature dependence at fixed doping. Since $\ln n=\ln n_i+u$, equations \eqref{eq:H} and \eqref{eq:dub} give
\begin{equation}
-\left(\frac{\partial\ln n}{\partial\beta}\right)_N=H-tH=(1-t)H .
\end{equation}
In intrinsic material heating creates the electrons that the pairs need, and their energy $H$ is counted in $E_i$. In strongly n-type material the donors have already supplied the electrons. Their number no longer grows with temperature, and $H$ drops out of the slope. The barrier to pair motion and the pair energy $\varepsilon$ are the same in both cases. The smaller slope is therefore not evidence of a new diffusion mechanism.

\paragraph{Donors in p-type material.} Here $t<0$, and \eqref{eq:main} gives an energy above $E_i$. Electrons are then minority carriers. For $|N|\gg2n_i$ their density is $n\approx n_i^2/|N|$, which rises on heating with energy $2H$ instead of $H$, and the excess $H$ appears in the slope.

\paragraph{Acceptors.} An acceptor $B^-$ that moves as a neutral pair must take up a hole, and the argument of Lemma 1 gives $D=D_i\,p/n_i$. Now $\ln(p/n_i)=-u$, so the sign of the last term changes:
\begin{equation}
E_{\rm app}=E_i+tH .
\end{equation}
In p-type material $t=-|t|$, and the energy is again lowered, to $E_i-|t|H$.

\paragraph{What is held fixed.} The theorem compares temperatures at one value of $N$. If the doping were adjusted at each temperature so that $n/n_i$ stayed constant, $u$ would be constant and the slope would be $E_i$. Two data sets for one dopant can thus give different energies because different quantities were held fixed.

\section{Dopant gradients, parallel channels and a silicon example}

\subsection{Symbols and results carried over}

As before, $\beta=1/kT$, $N$ is the net donor density, $n$, $p$ and $n_i$ are the electron, hole and intrinsic densities, and $u=\ln(n/n_i)$. The first half showed that
\begin{equation}
N=2n_i\sinh u,\qquad t=\tanh u=\frac{N}{\sqrt{N^2+4n_i^2}},\qquad
\left(\frac{\partial u}{\partial\beta}\right)_N=tH,
\label{eq:recall}
\end{equation}
where
\begin{equation}
H=-\frac{d\ln n_i}{d\beta}=\frac12\left(E_g-T\frac{dE_g}{dT}\right)+\frac32kT .
\label{eq:H2}
\end{equation}
A donor with $D=D_i\,n/n_i$ in a uniformly doped crystal has the apparent energy $E_{\rm app}=E_i-tH$, where $E_i$ is the intrinsic value.

\subsection{When the dopant makes its own gradient}

In a junction or a diffused layer the dopant is not uniform, so the electron density varies in space and an internal field arises.

\paragraph{Proposition 1.} Let the diffusing donor be the only dopant, let its profile be smooth enough for local neutrality, let the neutral defect density keep its equilibrium value everywhere, and let the neutral pairs be in local equilibrium. The condition on the defects can fail in real profiles, because pairs carry defects down the gradient and release them where they break up. Then the flux is $J=-D_{\rm eff}\,\partial N/\partial x$ with
\begin{equation}
D_{\rm eff}=D_i\frac{n}{n_i}(1+t),
\label{eq:field}
\end{equation}
and the apparent energy of $D_{\rm eff}$ at fixed local $N$ is
\begin{equation}
E_{\rm eff}=E_i-t(2-t)H .
\label{eq:Eeff}
\end{equation}

\paragraph{Proof.} The local density of pairs is $\kappa(T)\,N\,n$, since the fraction of donors in pairs is proportional to $n$. The pairs are neutral, so the field exerts no force on them and they move by diffusion alone, with diffusivity $d_p$:
\begin{equation}
J=-d_p\kappa\frac{\partial(Nn)}{\partial x}
=-d_p\kappa n\left(1+\frac{d\ln n}{d\ln N}\right)\frac{\partial N}{\partial x}.
\end{equation}
The factor $d_p\kappa n$ is the isoconcentration diffusivity $D_i\,n/n_i$. At fixed temperature $d\ln n=du$, and the first relation in \eqref{eq:recall} gives $dN=2n_i\cosh u\,du$. Dividing by $N=2n_i\sinh u$ yields $d\ln N=du/\tanh u$, hence $d\ln n/d\ln N=t$. This proves \eqref{eq:field}.

For the energy, the new factor contributes $-\partial\ln(1+t)/\partial\beta$. Because $t=\tanh u$,
\begin{equation}
\frac{\partial t}{\partial\beta}=(1-t^2)\frac{\partial u}{\partial\beta}=(1-t^2)\,tH,
\end{equation}
and therefore
\begin{equation}
-\frac{\partial\ln(1+t)}{\partial\beta}=-\frac{(1-t^2)\,tH}{1+t}=-t(1-t)H .
\label{eq:extra}
\end{equation}
Adding this to $E_i-tH$ gives \eqref{eq:Eeff}. $\square$

The extra shift vanishes at both ends. In intrinsic material there is no field effect, and in strongly doped material the factor $1+t$ stays close to 2 at any temperature, as long as the electrons are nondegenerate. The product $t(1-t)$ is largest at $t=\frac12$, where the extra shift is $-H/4$. From $t=\frac12$ one finds $4N^2=N^2+4n_i^2$, or $N=2n_i/\sqrt3\approx1.15\,n_i$. For weak doping $t(2-t)\approx2t$, so a gradient doubles the shift.

For a donor that diffuses through neutral pairs, the apparent activation energy at fixed doping is $E_i-tH$ in a uniformly doped crystal and $E_i-t(2-t)H$ when the donor makes its own gradient. It remains to treat several channels acting in parallel, to work out the silicon example in numbers, and to estimate how far the neglected effects move the shift.
